Centre temperature of uniformly heated argon between two fixed-temperature plates

**Question**

Argon in a plasma reactor fills the gap 0 < x < L between two wide, parallel plates, both held at temperature T₀. Collisions heat the neutral gas at a uniform rate q per unit volume. Here q is the power that reaches the neutral gas, which is not the whole electrical power of the discharge. The state is steady and temperature varies along x only. Convection, radiative cooling and heat carried away by a gas flow are neglected.

The supplied conditions are:

T₀ = 300 K, L = 0.040 m, q = 5000 W/m³, p = 100 Pa, κ = 0.018 W/(m K).

The conductivity κ is a rough two-figure value for argon near room temperature. The pressure p is uniform across the gap. SI units are used throughout, and k denotes the Boltzmann constant.

(a) Taking κ as constant and the gas beside each plate to be at T₀, find the temperature profile and the centre temperature rise.

(b) Evaluate the rise. Find also the heat flux to each plate, the mean temperature rise and the ratio of the gas density at the centre to that at the plates.

(c) The conductivity of the gas grows with temperature. Represent it by κ(T) = κ₀(T/T₀)ˢ, with κ₀ equal to the supplied value and s = 0.7, a round model exponent. Find the new centre rise and its form for weak heating.

(d) At low pressure the gas beside a plate is warmer than the plate. Estimate this temperature jump for atoms that leave the plate fully accommodated to its temperature. The argon atomic mass is m = 6.6335 × 10⁻²⁶ kg.

(e) State the centre temperature that the supplied data justify, and the conditions under which the result of (a) fails.

**Answer to (a)**

Let Q(x) be the heat flux, counted positive towards increasing x. A slab of gas between x and x + dx, of unit area, receives the power q dx from the discharge. It loses Q(x + dx) through one face and gains Q(x) through the other. In a steady state its energy does not change, so Q(x + dx) − Q(x) = q dx, or

dQ/dx = q.

Fourier's law states that heat flows down the temperature gradient:

Q = −κ dT/dx.

Since κ is constant here, substituting the second equation in the first gives

κ d²T/dx² = −q.

Two integrations give

T(x) = −qx²/(2κ) + Ax + B.

The condition T(0) = T₀ gives B = T₀. The condition T(L) = T₀ then requires

−qL²/(2κ) + AL = 0, so A = qL/(2κ).

The profile is therefore

T(x) = T₀ + q x(L − x)/(2κ).

Its slope, q(L − 2x)/(2κ), vanishes at x = L/2, and its second derivative is negative, so the centre is the hottest place. There x(L − x) = L²/4, and the centre rise, called D below, is

D = T(L/2) − T₀ = qL²/(8κ).

The two powers of L have separate origins. A wider gap collects more heat per unit plate area, in proportion to L, and that heat must also travel a longer way, again in proportion to L.

The same result covers a gap with one insulated wall. The slope vanishes at the centre, so no heat crosses the midplane, and an insulating wall placed there would change nothing. A gas layer of thickness L with one cold and one insulated wall is thus half of a symmetric gap of width 2L. Its greatest rise is q(2L)²/(8κ) = 4D.

**Answer to (b)**

The numerator and denominator of D are

qL² = 5000 × (0.040)² = 8.000 W/m,

8κ = 8 × 0.018 = 0.144 W/(m K).

Hence

D = 8.000/0.144 = 55.56 K,

and the centre temperature in this model is 355.56 K. These digits are kept for comparison with the corrections below. The two-figure conductivity does not justify them as a prediction.

The flux follows from the slope:

Q(x) = −κ dT/dx = −q(L − 2x)/2 = q(x − L/2).

At x = 0 this is −qL/2, which is directed towards the left plate. At x = L it is +qL/2, directed towards the right plate. Each plate therefore receives

qL/2 = 5000 × 0.040/2 = 100 W/m².

Together they receive qL, which is all the heat deposited per unit area of the gap. This flux does not depend on κ. The conductivity determines how large a temperature difference is needed to drive it.

The mean rise is

(1/L) ∫₀ᴸ q x(L − x)/(2κ) dx = [q/(2κL)] (L³/2 − L³/3) = qL²/(12κ) = 2D/3,

which is 37.04 K. At a quarter of the gap, x(L − x) = 3L²/16, so the rise is 3D/4 = 41.67 K. A numerical solution of the two first-order equations for T and Q reproduces the centre, quarter-point and mean rises and the plate flux.

For an ideal gas the number density is n = p/(kT). The pressure is uniform, so it cancels in the ratio:

n(L/2)/n(0) = T₀/(T₀ + D) = 300/355.56 = 0.844.

In this constant-κ model the gas is about 16% thinner at the centre than at the plates. The corrections in (c) and (d) lower the figure to about 15%. This matters for the neutral chemistry, because the rate at which one electron of given speed meets argon atoms is proportional to n.

**Answer to (c)**

With κ dependent on T, the energy balance dQ/dx = q is unchanged, but κ can no longer be taken outside the derivative. Define the integrated conductivity

Φ(T) = ∫ κ(T′) dT′, taken from T₀ to T.

By the chain rule dΦ/dx = κ(T) dT/dx = −Q, and therefore

d²Φ/dx² = −q, with Φ = 0 at both plates.

This is the problem solved in (a), with Φ in place of κ(T − T₀). Its solution is Φ = q x(L − x)/2, and at the centre Φ = qL²/8. Writing D = qL²/(8κ₀), as before, makes this centre value κ₀D.

For the power law, the integral is

Φ(T) = κ₀T₀ [(T/T₀)¹⁺ˢ − 1]/(1 + s).

Setting it equal to κ₀D and dividing by κ₀T₀ gives

(T/T₀)¹⁺ˢ = 1 + (1 + s)D/T₀.

Let Dₛ be the new centre rise. Taking the root and subtracting T₀,

Dₛ = T₀ {[1 + (1 + s)D/T₀]^(1/(1+s)) − 1}.

For the supplied data D/T₀ = 0.1852, so the square bracket is 1 + 1.7 × 0.1852 = 1.3148. Its power 1/1.7 is 1.1747, and Dₛ = 52.4 K. The numerical solution with variable conductivity gives the same value. The reduction is 5.7% of D.

For weak heating, put y = D/T₀ and use the binomial series

(1 + u)ᵃ = 1 + au + a(a − 1)u²/2 + a(a − 1)(a − 2)u³/6 + …,

with a = 1/(1 + s) and u = (1 + s)y. The factors needed are

a − 1 = −s/(1 + s), a − 2 = −(1 + 2s)/(1 + s).

The powers of 1 + s cancel in each term, which leaves

Dₛ/T₀ = y − s y²/2 + s(1 + 2s) y³/6 − …

To the first correction, therefore,

Dₛ ≈ D [1 − sD/(2T₀)].

This predicts a reduction of 0.7 × 0.1852/2 = 6.5%, somewhat more than the 5.7% found from the full formula. The next term restores s(1 + 2s)y²/6 = 0.28 × 0.0343, or about 1.0% of D. This is slightly more than the difference of 0.8%, and the later terms of the series make up the balance.

The sign of the correction does not depend on weak heating. For s > 0 the heated gas has κ(T) > κ₀, so Φ exceeds κ₀(T − T₀). Since Φ = κ₀D at the centre, the rise there must be smaller than D. Warm gas conducts better and needs a smaller gradient to carry the same flux.

**Answer to (d)**

Let T_g be the gas temperature beside a plate, and let v_z be the velocity component towards that plate. The jump follows from the balance of atoms and energy at the surface.

First take the gas to be Maxwellian. The number of atoms striking unit area per unit time is

Γ = n √(m/(2πkT_g)) ∫₀^∞ v_z exp(−m v_z²/(2kT_g)) dv_z.

The integral equals kT_g/m. With n = p/(kT_g) this gives

Γ = n √(kT_g/(2πm)) = p/√(2πmkT_g).

Fast atoms strike more often than slow ones, so the mean energy of the striking atoms exceeds 3kT_g/2. For the normal motion, write b = m/(2kT_g). The flux-weighted mean of v_z² is

∫₀^∞ v_z³ exp(−b v_z²) dv_z / ∫₀^∞ v_z exp(−b v_z²) dv_z = [1/(2b²)]/[1/(2b)] = 1/b = 2kT_g/m.

The normal motion thus carries (m/2)(2kT_g/m) = kT_g. The two tangential directions carry kT_g/2 each. A striking atom brings 2kT_g on average.

A gas that conducts heat is not quite Maxwellian. Its distribution has an added part that is odd in v_z. In the flux of atoms or of energy this part is multiplied by v_z, and the product is even. The half of velocity space with v_z > 0 therefore supplies half of the total contribution. The total for atoms is zero, because there is no net flow. The total for energy is the heat flux Q_w towards the plate. The incident atom flux is thus still Γ, while the incident energy flux is 2kT_gΓ + Q_w/2.

In the steady state atoms leave the plate at the same rate Γ. They leave with the plate temperature, carrying 2kT₀ each. The net energy flux to the plate is

Q_w = 2kT_gΓ + Q_w/2 − 2kT₀Γ.

Moving Q_w/2 to the left and multiplying by 2,

Q_w = 4kΓ(T_g − T₀).

A direct quadrature over velocities, balancing incident and returning atoms and energy, confirms the factor 4.

From (b), Q_w = qL/2. If the jump is small compared with T₀, Γ may be evaluated at T₀. The jump J = T_g − T₀ is then

J = (qL/2)/(4kΓ) = qL/(8kΓ).

For the supplied conditions Γ = 2.407 × 10²⁴ m⁻² s⁻¹. With k = 1.3806 × 10⁻²³ J/K, kΓ = 33.23 W/(m² K), and

J = 5000 × 0.040/(8 × 33.23) = 0.752 K.

A numerical solution that evaluates Γ at the gas temperature beside the plate gives 0.753 K, so using T₀ is harmless here. The derivation remains an estimate, because it assumes that the incident distribution keeps its interior form right up to the surface. Kinetic theory that allows the distribution to change near the surface gives a jump larger by roughly 12 to 18%, depending on the molecular model (lowest for hard spheres, highest for the BGK relaxation model), which here is only about 0.1 K.

Real plates may accommodate the atoms only partly. Suppose that a fraction α of the striking atoms leaves at the plate temperature and the rest reflect like light from a mirror, keeping their energy. Only the first group delivers heat, so the balance becomes Q_w = α(2kT_gΓ + Q_w/2 − 2kT₀Γ), and J is multiplied by (2 − α)/α. For α = 0.8 this factor is 1.5 and the jump is 1.13 K.

For constant κ the whole profile is lifted by J, and the centre rise becomes D + J. The relative size of the correction is

J/D = [qL/(8kΓ)] [8κ/(qL²)] = κ/(kΓL).

This is 1.35% at 100 Pa. The heating rate has cancelled. At fixed κ and T₀ the ratio varies as 1/p, because Γ is proportional to p. In this estimate it reaches 10% at

p = 100 Pa × 0.01354/0.10 = 13.5 Pa.

**Answer to (e)**

The formula of (a) gives D ≈ 56 K. The conductivity is the first limit on its accuracy. A value that rounds to 0.018 W/(m K) may lie between 0.0175 and 0.0185 W/(m K), for which D runs from 57.1 K down to 54.1 K. This range reflects rounding alone, and a rough value may be further off.

The two corrections have opposite signs. The growth of κ with temperature lowers the centre rise by 55.6 − 52.4 = 3.2 K, and the wall jump, for fully accommodating plates, raises it. With variable κ the jump does not reach the centre in full. The difference in Φ between the centre and the gas beside the plate stays at κ₀D, so a small lift J at the plate lifts the centre by J κ(T₀)/κ(centre). This factor is 1.1747^(−0.7) = 0.89, and the lift is 0.89 × 0.752 = 0.67 K. Adding them gives

52.4 + 0.7 ≈ 53 K.

The supplied data thus justify a centre temperature of roughly 350 K, with an uncertainty of at least a few kelvin.

The result D = qL²/(8κ) needs both sD/(2T₀) and J/D to be small. They restrict different things:

- Strong heating or a wide gap makes sD/(2T₀) large. The formula of (c) then replaces D, provided that the power law still describes κ.
- Low pressure or a narrow gap makes J/D large. Adding J repairs the result only while the ratio is small, about 0.1 or less. In the BGK model kinetic equation for this gap the centre rise exceeds D + J by about 2% at J/D = 0.1, by more than 10% at 0.5 and by about a quarter at 1. By then the gap is only a few mean free paths wide, the temperature drop at the surface rivals that across the gas, and a local conductivity with a small wall correction is no longer a sound description.

The pressure does not appear in D when q and κ are given. This does not mean that a discharge heats its gas equally at all pressures, since q itself may change with pressure.

The remaining conditions belong to the geometry and the energy balance. If the plates are not wide compared with L, heat also escapes sideways and the one-dimensional equation fails. If q is not uniform, dQ/dx = q(x) must be integrated with the actual heating profile. If a gas flow, convection or radiation removes a noticeable part of q, that loss must enter the balance before the temperature is calculated.

The supplied conditions and the main results are collected in the numerical output below.

Calculated quantities

```
Plate temperature T0: 300.0 K
Gap L: 0.040 m
Gas heating q: 5000.0 W/m^3
Pressure p: 100.0 Pa
Supplied rough argon conductivity: 0.018 W/(m K)
Model conductivity exponent s: 0.7 (no unit)
Argon atomic mass: 6.6335e-26 kg
q L^2: 8.000 W/m
8 kappa: 0.144 W/(m K)
Centre rise D, formula: 55.556 K
Centre rise D, solver: 55.556 K
Centre temperature: 355.56 K
Quarter-point rise, solver: 41.667 K
Mean rise, solver: 37.037 K
Heat flux to each plate: 100.00 W/m^2
Centre/wall density: 0.8438 (no unit)
Variable-kappa rise, formula: 52.405 K
Variable-kappa rise, solver: 52.405 K
Variable-kappa reduction: 5.67 %
Small-heating estimate of reduction: 6.48 %
Atom strike rate Gamma: 2.4068e+24 1/(m^2 s)
Wall jump J, formula: 0.7524 K
Wall jump J, solver: 0.7533 K
Jump relative to D: 1.354 %
Pressure where J = D/10: 13.54 Pa
Jump-law factor from velocity space: 4.000000 (no unit)
```
